# Percus-Yevick hard spheres by Baxter factorization: c(r) and S(q)

A calculation of X-ray or neutron scattering from a dense simple liquid needs the structure factor $S(q)$. One must decide whether to solve an integral equation numerically for each density, or to insert a closed expression with two parameters, a sphere diameter and a packing fraction. For hard spheres in the Percus-Yevick approximation the closed expression exists, because the direct correlation function is a cubic polynomial inside the core and zero outside. How far to rely on it depends on what the approximation leaves out.

Consider a uniform, isotropic fluid of hard spheres of diameter $\sigma$ and number density $\rho$, with packing fraction $\eta=\pi\rho\sigma^3/6$ and $0<\eta<1$. Let $g(r)$ be the pair distribution function and $h=g-1$. The direct correlation function $c$ is defined by the Ornstein-Zernike relation

$$h(r)=c(r)+\rho\int c(|\mathbf r-\mathbf r'|)\,h(r')\,d^3r' .$$

With the transform $\hat f(k)=\int e^{i\mathbf k\cdot\mathbf r}f(r)\,d^3r$ the convolution becomes a product, $\hat h=\hat c+\rho\hat c\hat h$, so that

$$S(k)=1+\rho\hat h(k)=\frac{1}{1-\rho\hat c(k)} .$$

Two conditions close the problem. Spheres cannot overlap, so $h=-1$ for $r<\sigma$; this is exact. The Percus-Yevick closure for a pair potential $u$ is $c=g\,(1-e^{u/k_BT})$. Outside the core $u=0$, and it gives $c=0$ for $r>\sigma$; this is the approximation. I look for solutions with $c$ bounded, $h$ decaying exponentially, and $S$ finite and positive.

The three-dimensional transforms reduce to one dimension. Define $J(r)=\int_r^\infty s\,c(s)\,ds$, so $J'=-rc$. Integration by parts gives

$$\hat c(k)=\frac{4\pi}{k}\int_0^\infty r\,c(r)\sin kr\,dr=4\pi\int_0^\infty J(r)\cos kr\,dr=2\pi\int_{-\infty}^{\infty}e^{ikr}J(|r|)\,dr ,$$

since the boundary term $J\sin kr$ vanishes at both ends. The same holds for $\hat h$ with $K(r)=\int_r^\infty s\,h(s)\,ds$.

Let $A(k)=1-\rho\hat c(k)=1/S(k)$. Because $c$ vanishes beyond $\sigma$, $A$ is an entire function. It is even, positive on the real axis, and $A-1$ falls as $1/k^2$ there. Hence $A$ has no zeros in some strip $|\mathrm{Im}\,k|\le\epsilon$, and $\log A$ is analytic in it. Cauchy's formula on the two edges of the strip gives

$$\log A(k)=\frac1{2\pi i}\int_{-\infty-i\epsilon}^{\infty-i\epsilon}\frac{\log A(p)}{p-k}\,dp-\frac1{2\pi i}\int_{-\infty+i\epsilon}^{\infty+i\epsilon}\frac{\log A(p)}{p-k}\,dp .$$

Call the first term $\log\hat Q(k)$. Replacing $p$ by $-p$ in the second and using the evenness of $A$ turns it into $\log\hat Q(-k)$. Therefore

$$1-\rho\hat c(k)=\hat Q(k)\,\hat Q(-k),$$

where $\hat Q$ is analytic and free of zeros for $\mathrm{Im}\,k\ge0$, and $\hat Q-1$ falls as $1/k$. Define a real function $Q(r)$ by $1-\hat Q(k)=2\pi\rho\int e^{ikr}Q(r)\,dr$. Its inversion contains $e^{-ikr}$. For $r<0$ the contour can be closed in the upper half-plane, where $\hat Q$ is analytic, so $Q=0$. For $r>\sigma$ it is closed below. There $\hat Q(k)=A(k)/\hat Q(-k)$ is analytic, and $A$ grows no faster than $e^{\sigma|\mathrm{Im}\,k|}$, which $|e^{-ikr}|=e^{-r|\mathrm{Im}\,k|}$ suppresses. So $Q=0$ again, and

$$\hat Q(k)=1-2\pi\rho\int_0^\sigma e^{ikr}Q(r)\,dr .$$

Multiplying out $\hat Q(k)\hat Q(-k)$ and comparing the coefficients of $e^{ikr}$ for $0<r<\sigma$ yields

$$J(r)=Q(r)-2\pi\rho\int_r^\sigma Q(s)Q(s-r)\,ds .$$

As $r\to\sigma$, both $J$ and the integral vanish, so $Q(\sigma)=0$. To differentiate, write the integral as $\int_0^{\sigma-r}Q(r+t)Q(t)\,dt$. The term from the moving limit contains $Q(\sigma)$ and drops out, leaving

$$r\,c(r)=-Q'(r)+2\pi\rho\int_r^\sigma Q'(s)\,Q(s-r)\,ds,\qquad 0<r<\sigma. \tag{1}$$

The equation for $h$ follows from $\hat Q(k)[1+\rho\hat h(k)]=1/\hat Q(-k)$. The right side is analytic in the lower half-plane and tends to 1, so after subtracting 1 its inverse transform vanishes for $r>0$. The left side then gives $K(r)=Q(r)+2\pi\rho\int_0^\sigma Q(s)K(|r-s|)\,ds$. Since $dK(|r-s|)/dr=-(r-s)h(|r-s|)$,

$$r\,h(r)=-Q'(r)+2\pi\rho\int_0^\sigma (r-s)\,h(|r-s|)\,Q(s)\,ds,\qquad r>0. \tag{2}$$

For $0<r<\sigma$ every argument $|r-s|$ in (2) is smaller than $\sigma$, so $h=-1$ throughout and the unknown part of $h$ does not enter. Equation (2) becomes

$$Q'(r)=ar+b,\qquad a=1-2\pi\rho\int_0^\sigma Q\,ds,\qquad b=2\pi\rho\int_0^\sigma sQ\,ds .$$

From here $\sigma=1$, so $2\pi\rho=12\eta$; on restoring units, $b$ carries a factor $\sigma$ and $Q$ a factor $\sigma^2$. With $Q(1)=0$,

$$Q(r)=\tfrac a2(r^2-1)+b(r-1),\qquad \int_0^1Q\,ds=-\tfrac a3-\tfrac b2,\qquad \int_0^1sQ\,ds=-\tfrac a8-\tfrac b6 .$$

The definitions of $a$ and $b$ are then two linear equations,

$$a=1+4\eta a+6\eta b,\qquad b=-\tfrac32\eta a-2\eta b. \tag{3}$$

The second gives $b=-3\eta a/[2(1+2\eta)]$. Inserted in the first, it gives $a[(1-4\eta)(1+2\eta)+9\eta^2]=1+2\eta$, and the bracket equals $(1-\eta)^2$. Thus

$$a=\frac{1+2\eta}{(1-\eta)^2},\qquad b=-\frac{3\eta}{2(1-\eta)^2},\qquad a+b=\frac{1+\eta/2}{(1-\eta)^2}.$$

Also $Q_0\equiv Q(0)=-(a/2+b)=-1/[2(1-\eta)]$, from which

$$b+6\eta Q_0^2=0. \tag{4}$$

To evaluate (1), substitute $s=r+u$ and use $Q'(r+u)=Q'(u)+ar$:

$$\int_r^1Q'(s)Q(s-r)\,ds=\tfrac12\left[Q(1-r)^2-Q_0^2\right]+ar\int_0^{1-r}Q(u)\,du .$$

Here $Q(1-r)=\frac a2r^2-(a+b)r$, and

$$\int_0^{1-r}Q\,du=\frac a6(1-r)^3+\frac b2(1-r)^2+Q_0(1-r)=-\frac a3-\frac b2+\frac{a+b}2r^2-\frac a6r^3 .$$

The term linear in $r$ has dropped out because its coefficient is $-a/2-b-Q_0=0$. Collecting powers, the $r^3$ terms $-\frac12a(a+b)$ and $+\frac12a(a+b)$ cancel, and the $r^4$ coefficient is $a^2/8-a^2/6=-a^2/24$. Equation (1) becomes

$$rc=-(b+6\eta Q_0^2)-a(1+4\eta a+6\eta b)\,r+6\eta(a+b)^2r^2-\tfrac12\eta a^2r^4 .$$

The constant vanishes by (4), so $c$ is finite at the origin. The bracket in the linear term equals $a$ by (3). With $x=r/\sigma$, the result is

$$c=-(\alpha+\beta x+\gamma x^3)\quad(x<1),\qquad c=0\quad(x>1),$$

$$\alpha=\frac{(1+2\eta)^2}{(1-\eta)^4},\qquad \beta=-\frac{6\eta(1+\eta/2)^2}{(1-\eta)^4},\qquad \gamma=\frac{\eta\alpha}2 .$$

The low-density limit shows what the polynomial means. To first order in $\eta$, $c=-[1+8\eta(1-\frac34x+\frac1{16}x^3)]$. The bracket multiplying $8\eta$ is the overlap volume of two spheres of radius $\sigma$ at separation $r$, divided by the volume of one. This is what the Ornstein-Zernike relation gives when $c=h=-1$ in the core is inserted in its convolution: a third particle contributes where it overlaps both others.

For the structure factor, write $\kappa=q\sigma$ and $I_n=\int_0^1x^n\sin\kappa x\,dx$. Since $4\pi\rho\sigma^3=24\eta$,

$$\frac1{S(q)}=1+\frac{24\eta}{\kappa}\left(\alpha I_1+\beta I_2+\gamma I_4\right).$$

Two integrations by parts give $I_n=-\cos\kappa/\kappa+n\sin\kappa/\kappa^2-n(n-1)I_{n-2}/\kappa^2$ for $n\ge2$. One integration by parts gives $I_1$, and $I_0=(1-\cos\kappa)/\kappa$. Therefore

$$I_1=\frac{\sin\kappa-\kappa\cos\kappa}{\kappa^2},\qquad I_2=\frac{2\kappa\sin\kappa-(\kappa^2-2)\cos\kappa-2}{\kappa^3},$$

$$I_4=\frac{(4\kappa^3-24\kappa)\sin\kappa-(\kappa^4-12\kappa^2+24)\cos\kappa+24}{\kappa^5}.$$

At small $\kappa$ these expressions subtract nearly equal numbers, and direct quadrature of $c$ is safer in floating-point work. The limit $q=0$ needs no expansion, because $\hat Q(0)=1-12\eta\int_0^1Q\,ds=a$:

$$S(0)=\frac1{a^2}=\frac{(1-\eta)^4}{(1+2\eta)^2}.$$

In this model $c(r=0)=-\alpha=-1/S(0)$. Since $S(0)=\rho k_BT\chi_T$, with $\chi_T$ the isothermal compressibility, a deep core in $c$ means a fluid that is hard to compress.

The derivation assumed that a solution exists, with $\hat Q$ free of zeros in the closed upper half-plane. The $\hat Q$ just found must satisfy this. Integrating by parts with $t=i\kappa$ gives $t^3\hat Q=L+e^tR$, where

$$L=12\eta(a-Q_0\kappa^2)-i\kappa(\kappa^2+12\eta b),\qquad R=12\eta[i\kappa(a+b)-a].$$

The difference of squared moduli is

$$|L|^2-|R|^2=\kappa^6+24\eta(b+6\eta Q_0^2)\kappa^4+144\eta^2\left[b^2-2aQ_0-(a+b)^2\right]\kappa^2 .$$

The second term vanishes by (4), and the third because $-2aQ_0=a^2+2ab$. What remains is $\kappa^6$, so $\hat Q\ne0$ for real $\kappa\ne0$, while $\hat Q(0)=a>0$. At $\eta=0$, $\hat Q=1$. As $\eta$ grows, a zero could enter the upper half-plane through the real axis or from infinity. The first is now excluded, and the second fails because $\hat Q\to1$ at large $|k|$ there, uniformly on any interval of $\eta$ ending below 1.

The existence of $h$ follows. Starting from $h=-1$ in the core, (2) determines $h$ outside step by step. A solution $rh\propto e^{zr}$ requires $\hat Q(iz)=0$, hence $\mathrm{Re}\,z<0$, so $h$ decays. Integrating (2) back to the equation for $K$ shows that $\hat Q(k)(1+\rho\hat h)$ is analytic in the lower half-plane. So is its product with $\hat Q(-k)$. That product is even, hence analytic everywhere, and it tends to 1; by Liouville's theorem it equals 1. This is the Ornstein-Zernike relation for the constructed $c$ and $h$.

Nothing in this argument stops at the close-packing fraction $\pi/(3\sqrt2)\approx0.74$. The solution continues smoothly to $\eta\to1$, where no arrangement of spheres exists. It assumes a uniform fluid and contains no freezing transition, so its existence at some $\eta$ does not show that a fluid is stable there. Nor does the construction enforce $g\ge0$: the minimum of $g(r)$ outside the core is 0.08 at $\eta=0.60$ and $-0.05$ at $\eta=0.62$, so above about $\eta=0.61$ the solution is not a possible pair distribution.

The contact value leads to a test of the internal consistency of the approximation. In (2) the integral is continuous at $r=\sigma$, while $Q'$ drops from $a+b$ to zero, so $g(\sigma^+)=a+b$. The difference $h-c$ is a convolution and is continuous, hence $c(\sigma^-)=-g(\sigma^+)$. The virial theorem for a pair potential is

$$P=\rho k_BT-\tfrac{2\pi}3\rho^2\int_0^\infty r^3u'(r)g(r)\,dr .$$

Write $g=e^{-u/k_BT}y$ with $y$ continuous. Since $u'e^{-u/k_BT}=-k_BT\,\delta(r-\sigma)$ for hard spheres, the virial pressure is

$$\frac{P}{\rho k_BT}=1+4\eta\,g(\sigma^+).$$

The compressibility route instead integrates $(k_BT)^{-1}\partial P/\partial\rho=1/S(0)$ from zero density:

$$\frac{P}{\rho k_BT}=\frac1\eta\int_0^\eta\frac{(1+2z)^2}{(1-z)^4}\,dz=\frac{1+\eta+\eta^2}{(1-\eta)^3}.$$

An exact theory would give the same pressure by both routes.

Take the round model parameters $\eta=0.45$ and $\sigma=6$ bohr; no particular material is meant. The density is $\rho=6(0.45)/(\pi\,6^3)=0.003979$ bohr$^{-3}$. With $(1-\eta)^2=0.3025$,

$$a=\frac{1.9}{0.3025}=6.281,\qquad \frac b\sigma=-\frac{1.35}{0.605}=-2.231,\qquad g(\sigma^+)=4.050 .$$

The cubic has $\alpha=6.281^2=39.45$, $\beta=-2.7\,(4.0496)^2=-44.28$ and $\gamma=0.225\,(39.45)=8.876$. Inside the core $c$ rises from $-39.45$ at the center to $-4.05$ at the surface. As a check on the limit, $I_n/\kappa\to1/(n+2)$ as $\kappa\to0$, so

$$\frac1{S(0)}=1+10.8\left(\frac{39.451}3-\frac{44.278}4+\frac{8.8764}6\right)=39.45,\qquad S(0)=0.0253 .$$

The structure factor is 0.030 at $q=0.25$ bohr$^{-1}$ and 0.147 at 0.75 bohr$^{-1}$. It reaches its main peak, of height 2.51, at $q=1.136$ bohr$^{-1}$ (2.146 Å$^{-1}$). There $q\sigma=6.81$. Within the model a measured peak position fixes $\sigma$ once $\eta$ has been chosen, and the choice matters: $q\sigma$ is 6.64 at $\eta=0.40$ and 7.01 at $\eta=0.50$. For a liquid of known density, $\eta=\pi\rho\sigma^3/6$ ties the two parameters together and only one is free.

A numerical solution of the Ornstein-Zernike relation with the same closure, made without the factorization, gives $S(0)=0.025296$ with 50 grid points in the core and 0.025342 with 150, against 0.025348 from the formula. For $r>0.1\sigma$ the largest deviation of $c$ from the cubic, relative to $|c(0)|$, falls from $2.5\times10^{-3}$ to $2.8\times10^{-4}$. This confirms the solution of the Percus-Yevick equations, not the closure itself.

The two pressures do bear on the closure. The virial route gives $P/(\rho k_BT)=1+1.8\,(4.050)=8.29$, and the compressibility route gives 9.93, which is 20% higher relative to the virial value. This gap measures the inconsistency of the approximation at this density; it is not a bound on the error of $S(q)$. It bears most directly on the small-$q$ region, through $S(0)$, but nothing here measures the error of $S(q)$ at any $q$, the main peak included. Where accuracy matters, the closed formula should be compared with a simulation or a thermodynamically consistent closure. Solving the Percus-Yevick equation numerically for the same hard spheres would reproduce the same $S(0)$.

## Computed results

```
packing fraction eta = 0.45
diameter sigma = 6.0 bohr
number density = 0.003979 bohr^-3
Baxter a = 6.28099 (dimensionless)
Baxter b/sigma = -2.23140 (dimensionless)
Baxter b = -13.38843 bohr
Q(0)/sigma^2 = -0.90909 (dimensionless)
alpha = 39.4509, beta = -44.2777, gamma = 8.8764
c at r = 0.0 bohr (inside limit) = -39.4509
c at r = 1.5 bohr (inside limit) = -28.5201
c at r = 3.0 bohr (inside limit) = -18.4216
c at r = 4.5 bohr (inside limit) = -9.9873
c at r = 6.0 bohr (inside limit) = -4.0496
contact g, formula = 4.04959
contact g, from Fourier integral = 4.04959
S(0), formula = 0.025348
direct PY solution, 50 core points: S(0) = 0.025296
  largest error of c / |c(0)|, r > 0.1 sigma = 2.5e-03
direct PY solution, 150 core points: S(0) = 0.025342
  largest error of c / |c(0)|, r > 0.1 sigma = 2.8e-04
S at q = 0.25 bohr^-1: 0.03001
S at q = 0.50 bohr^-1: 0.05148
S at q = 0.75 bohr^-1: 0.14668
S at q = 1.00 bohr^-1: 1.01029
S at q = 1.25 bohr^-1: 1.55048
S at q = 1.50 bohr^-1: 0.65790
S at q = 2.00 bohr^-1: 1.17868
S at q = 3.00 bohr^-1: 1.06265
main peak: q sigma = 6.8148 (dimensionless)
main peak: q = 1.13581 bohr^-1
main peak: q = 2.1464 angstrom^-1
main peak height S = 2.5140
largest |g| at r/sigma = 0.3, 0.6, 0.9: 1.6e-07
g at r = 10.2 bohr = 0.77835
outer h equation: left -0.376804, right -0.376805 (units of sigma)
log Q_hat(i 1/sigma): Cauchy 1.518095, direct 1.518095
log Q_hat(i 3/sigma): Cauchy 1.065580, direct 1.065580
winding of Q_hat, eta = 0.10, 0.45, 0.60: 0.001, 0.008, 0.015
P/(rho kT), compressibility route = 9.9324
P/(rho kT), virial route = 8.2893
```
